# Final Precursor Coverage When Reaction Byproducts Block Vacant Sites

## The number to be explained

A surface carries 2 adsorption sites per nm². A precursor fills them one at a time, and each adsorption event releases one byproduct molecule. A byproduct that strikes a vacant site blocks it permanently with probability 0.5. After unlimited exposure the precursor holds 81.1% of the sites and the byproduct 18.9%. If every byproduct had found a vacant site, the precursor would hold 66.7%. The difference arises because vacancies become scarce as the reaction proceeds, so that late byproducts mostly strike sites that are already taken.

For a blocking probability $q$ on a vacant site, the mean-field result is

$$\theta_f=\frac{\ln(1+q)}{q},\qquad b_f=1-\frac{\ln(1+q)}{q},\qquad 0<q\le 1 ,$$

where $\theta_f$ and $b_f$ are the final fractions of sites held by precursor and by byproduct.

## Model and rate equations

There are $N$ equivalent sites, all vacant at the start. Let $\theta$ be the precursor fraction, $b$ the blocked fraction and $v=1-\theta-b$ the vacant fraction. The assumptions are:

- A precursor occupies one vacant site and never leaves.
- Each event releases one byproduct, which strikes one of the other $N-1$ sites, chosen uniformly.
- If that site is vacant, the byproduct blocks it permanently with probability $q$. Otherwise the byproduct leaves the reactor.

The parameter $q$ is thus a sticking probability on a vacant site. The blocking probability per adsorption event equals $q$ only for the first event and falls as vacancies disappear. If $n$ sites are vacant just before an event, $n-1$ remain for the byproduct, and it blocks one with probability

$$P=q\,\frac{n-1}{N-1}\;\longrightarrow\; qv\qquad(N\to\infty,\ v=n/N).$$

The adsorption rate per vacant site, $k$, follows from gas kinetics. The flux of precursor molecules of mass $m$ at partial pressure $p$ and temperature $T$ is $\Phi=p/\sqrt{2\pi m k_BT}$. If $s_0$ is the sticking probability on the empty surface, the number adsorbed per area and time is $s_0\Phi v$. Division by the site density $n_s$ gives $d\theta/dt=kv$ with

$$k=\frac{s_0\Phi}{n_s}.$$

Each event blocks $qv$ further sites on average, so

$$\frac{d\theta}{dt}=kv,\qquad \frac{db}{dt}=kv\cdot qv=kqv^2 .$$

Since $v=1-\theta-b$, subtracting both rates gives

$$\frac{dv}{dt}=-kv(1+qv).$$

## Final coverage

While $v>0$, the first rate can be divided by the last, and $kv$ cancels:

$$\frac{d\theta}{dv}=-\frac{1}{1+qv}.$$

At the start $v=1$ and $\theta=0$. Integration down to a vacancy $v$ gives

$$\theta(v)=\int_v^1\frac{dv'}{1+qv'}=\frac1q\ln\frac{1+q}{1+qv}.$$

To find the end state, note that $dv/dt\le -kv$, so $v\le\exp(-\int k\,dt)$. The vacancy therefore vanishes if the time integral of $k$ diverges. Setting $v=0$ gives $\theta_f=\ln(1+q)/q$, and $b_f=1-\theta_f$ because no vacancies remain. The rate constant has dropped out: within this model, the pressure and the precursor's sticking probability $s_0$ set how fast the surface saturates, not where.

For the example,

$$\theta_f=\frac{\ln 1.5}{0.5}=0.811 .$$

The average vacant fraction met by a byproduct is the number of blocked sites per event divided by $q$:

$$\bar v=\frac{b_f}{q\theta_f}=\frac{0.1891}{0.5\times0.8109}=0.466 .$$

An average byproduct thus has a chance of $0.5\times0.466=0.233$ of blocking a site, less than half of $q$.

**Limits.** For small $q$, the series $\ln(1+q)=q-q^2/2+q^3/3-\dots$ gives

$$\theta_f=1-\frac q2+\frac{q^2}{3}-\dots$$

The leading loss is $q/2$ because, with little blocking, the vacancy falls linearly from 1 to 0 as coverage grows, and its average is one half. The integrand $1/(1+qv)$ falls with $q$ at every $v>0$, so $\theta_f$ falls too. Its lowest value in the allowed range is $\ln2=0.693$, at $q=1$.

If every byproduct met a vacancy, $qv$ would be replaced by $q$. Then $d\theta/dv=-1/(1+q)$ and $\theta_f=1/(1+q)=0.667$ for $q=0.5$.

**Sensitivity.** Differentiating the quotient gives

$$\frac{d\theta_f}{dq}=\frac1q\left[\frac1{1+q}-\theta_f\right]=\frac{0.6667-0.8109}{0.5}=-0.29 .$$

An uncertainty of 0.1 in $q$ therefore moves the coverage by about 0.03.

## Coverage after a finite pulse

Let $\tau=\int k\,dt$, which is $kt$ at constant pressure, and $x=e^{-\tau}$. The vacancy equation separates, and partial fractions give

$$d\tau=-\frac{dv}{v(1+qv)}=-\left(\frac1v-\frac{q}{1+qv}\right)dv .$$

Integrating from $v=1$ at $\tau=0$,

$$\tau=-\ln\frac{v}{1+qv}+\ln\frac1{1+q}
\quad\Rightarrow\quad \frac{v}{1+qv}=\frac{x}{1+q}.$$

Cross-multiplication gives $v(1+q)=x+qxv$. Hence

$$v=\frac{x}{1+q-qx},\qquad 1+qv=\frac{1+q}{1+q-qx}.$$

Inserting the second expression in $\theta(v)$ yields

$$\theta(\tau)=\frac{\ln(1+q-qx)}{q}.$$

The distance from saturation is

$$\theta_f-\theta=-\frac1q\ln\left(1-\frac{qx}{1+q}\right)\simeq\frac{x}{1+q}\qquad(x\ll1).$$

The late approach thus has the same exponential rate $k$ as Langmuir adsorption. Blocking doesn't change this rate, because on a nearly full surface a byproduct rarely finds a vacancy.

The time to 99% of the final coverage follows from $\ln(1+q-qx_{99})=0.99\ln(1+q)$:

$$x_{99}=\frac{1+q-(1+q)^{0.99}}{q},\qquad t_{99}=-\frac{\ln x_{99}}{k}.$$

### Numbers for a chloride pulse

The parameters are round values in the rough regime of the titanium tetrachloride half-cycle of oxide deposition, with hydrogen chloride as byproduct: $T=500$ K, $p=0.01$ Torr, mass 190 u, $s_0=0.001$, $n_s=2$ nm⁻² and a pulse of 1 s. The flux is $1.14\times10^4$ nm⁻² s⁻¹, so

$$k=\frac{0.001\times1.14\times10^4}{2}=5.70\ \mathrm{s^{-1}}.$$

At the end of the pulse $x=e^{-5.70}=0.0033$, and the shortfall is $0.0033/1.5=0.0022$. The coverage is 0.809, close to saturation.

The surface reaches 99% of its final coverage in 0.77 s. Langmuir adsorption with the same $k$ needs 0.81 s to reach 99% of its own, higher, limit. The late formula explains the difference. Relative to the final coverage, the shortfall is $x/[(1+q)\theta_f]=x/1.22$, against $x$ for Langmuir adsorption. The factor 1.22 saves a time $\ln(1.22)/k=0.03$ s.

The adsorbed density is $2\times0.811=1.62$ nm⁻². Assume that each precursor leaves one metal atom, that the next half-cycle restores all sites, and that the film holds roughly 30 metal atoms per nm³. The growth per cycle is then

$$\frac{1.62\ \mathrm{nm^{-2}}}{30\ \mathrm{nm^{-3}}}=0.054\ \mathrm{nm},$$

compared with 0.067 nm without blocking.

## Finite surfaces and simulation noise

A simulation cell has finite $N$. Let $A(n)$ be the mean number of further adsorptions from $n$ vacancies. The next event counts one and leaves $n-1$ or $n-2$ vacancies:

$$A(n)=1+(1-P)A(n-1)+P\,A(n-2),\qquad A(0)=0,\ A(1)=1 .$$

To compare this with mean field, write $A(n)=N[a_0(v)+a_1(v)/N+\dots]$. Expanding $A(n-1)$ and $A(n-2)$ to second order in $1/N$ gives, with $a=a_0+a_1/N$,

$$0=1-(1+P)a'+\frac{1+3P}{2N}a'',\qquad P=qv-\frac{q(1-v)}{N}+\dots$$

The factor $1+3P$ is $(1-P)\cdot1^2+P\cdot2^2$. The leading order is $a_0'=1/(1+qv)$, which is the mean-field result again. The next order is

$$a_1'=\frac{q(1-v)}{(1+qv)^2}-\frac{q(1+3qv)}{2(1+qv)^3}.$$

Put $u=1+qv$, so that $dv=du/q$, $q(1-v)=1+q-u$ and $1+3qv=3u-2$. The two terms integrate to

$$\frac1q\int_1^{1+q}\frac{1+q-u}{u^2}du=1-\theta_f,$$

$$\frac12\int_1^{1+q}\frac{3u-2}{u^3}du=\frac{q(1+2q)}{2(1+q)^2}.$$

The mean coverage of a finite surface is therefore

$$\langle\theta\rangle\simeq\theta_f+\frac1N\left[1-\theta_f-\frac{q(1+2q)}{2(1+q)^2}\right].$$

For $q=0.5$ the bracket is $0.1891-0.2222=-0.033$. At $N=100$ this predicts $0.8109-0.0003=0.8106$, which agrees with the value 0.8106 from the recursion. Even ten sites give 0.807, within 0.5% of mean field.

The scatter between runs is larger than this shift. Whether a byproduct blocks a site changes the expected final count by $A(n-1)-A(n-2)\simeq a_0'=1/(1+qv)$. This two-way outcome has variance $qv(1-qv)/(1+qv)^2$. Successive deviations from the expected count are uncorrelated, so their variances add. An interval $dv$ contains $N\,dv/(1+qv)$ events, hence

$$\mathrm{Var}(\theta)\simeq\frac1N\int_0^1\frac{qv(1-qv)}{(1+qv)^3}dv
=\frac1N\left[\frac{1+2q}{(1+q)^2}-\theta_f\right].$$

The integral follows from the same substitution, with $qv(1-qv)=(u-1)(2-u)$. For $q=0.5$ the bracket is $0.8889-0.8109=0.078$. With 360,000 sites the standard deviation is $\sqrt{0.078}/600=0.0005$. One simulation with randomly scattered byproducts gave 0.8119, about two standard deviations above the mean-field value.

## When the byproduct stays nearby

The mean-field derivation assumes that the byproduct is equally likely to strike any other site. Suppose instead that it strikes one of the four nearest neighbours on a square lattice, chosen at random. Let $w$ be the probability that two adjacent sites are both vacant, and $c=w/v$ the probability that a neighbour of a vacant site is vacant.

In units of $\tau$, a vacant site is lost by adsorption at rate 1. Each of its four neighbours, if vacant, can adsorb a precursor, send its byproduct to this site with probability $1/4$, and block it with probability $q$. Thus

$$\frac{dv}{d\tau}=-v-4\cdot\frac q4\,w\quad\Rightarrow\quad\frac{d\ln v}{d\tau}=-1-qc .$$

A vacant pair is lost by adsorption on either member, at rate 2. It is also lost to byproducts from its six outside neighbours, three for each member. This needs the probability that the outside neighbour is vacant as well. Pair closure takes it to be $c$, as if the far member of the pair carried no further information. Then

$$\frac{d\ln w}{d\tau}=-2-6\cdot\frac q4\,c=-2-\frac{3q}{2}c .$$

Subtracting the equation for $\ln v$ gives

$$\frac{d\ln c}{d\tau}=-1-\frac q2c .$$

This is the mean-field vacancy equation with $q$ replaced by $q/2$, and $c=1$ at the start. Its solution is $c=x/D$ with $D=1+q/2-qx/2$. Since $d\tau=-dx/x$,

$$\int_0^\tau c\,d\tau'=\int_x^1\frac{dx'}{1+q/2-qx'/2}=\frac2q\ln D .$$

Therefore $\ln v=-\tau-2\ln D$, or $v=x/D^2$. The final coverage is

$$\theta_f^{\rm near}=\int_0^\infty v\,d\tau=\int_0^1\frac{dx}{(1+q/2-qx/2)^2}=\frac2q\left[1-\frac1{1+q/2}\right]=\frac1{1+q/2}.$$

For $q=0.5$ this is 0.800, and a simulation on 360,000 sites also gave 0.800. The closure is an approximation on this lattice, and the agreement is shown for this $q$.

The coverage is 1.3% below mean field, relative to the mean-field value. The reason is that, within the pair closure, $c/v=D>1$ once the reaction has begun: a site that is still vacant has more vacant neighbours than average. Since $d\theta/dv=-1/(1+qc)$, a larger $c$ means a lower coverage. In the simulation 50.0% of byproducts met a vacancy, while the mean vacant fraction at those events was 46.7%.

## Other effects that change the result

**Repeated impacts.** Let a byproduct that fails to stick strike a second random site before it leaves. It blocks a site with probability $1-(1-qv)^2$, which replaces $qv$. With $s=1-qv$,

$$\theta_f=\int_0^1\frac{dv}{2-(1-qv)^2}=\frac1q\int_{1-q}^1\frac{ds}{2-s^2}.$$

For $q=0.5$ this is 0.724, a relative drop of 11%. With ever more impacts the blocking probability tends to 1 at any $v>0$, and the coverage tends to $1/2$.

**Several byproducts.** If an event still uses one site but releases $j$ byproducts that strike independently, the mean number of blocked sites is $jqv$ for large $N$. The result keeps its form with $q$ replaced by $jq$. Two byproducts with $q=0.5$ give $\ln2=0.693$, a relative drop of 15%.

**Byproduct from upstream.** Let gas from other parts of the reactor block each vacant site at rate $gk$, with $g$ constant. Then $d\theta/dv=-1/(1+g+qv)$ and

$$\theta_f=\frac1q\ln\left(1+\frac{q}{1+g}\right).$$

For $g=0.1$ and $q=0.5$ the coverage is 0.749, a relative drop of 8%. It now depends on reactor conditions through $g$. If the upstream byproduct has partial pressure $p_b$ and molecular mass $m_b$, and sticks to a vacant site with the same probability $q$, the ratio of the two fluxes gives

$$g=\frac{q}{s_0}\,\frac{p_b}{p}\sqrt{\frac{m}{m_b}} .$$

Because $q$ is much larger than $s_0$ in the example, traces matter. For hydrogen chloride (36.5 u), $g=0.1$ corresponds to $p_b/p\approx9\times10^{-5}$. At $p_b/p=10^{-3}$, $g=1.14$ and the coverage falls to 0.42. The basic result therefore needs a gas nearly free of byproduct.

**Release of blocked sites.** Let blocked sites reopen at rate $k_r=\nu e^{-E/k_BT}$, and let the released molecule be swept away. The term $-k_rb$ then enters $db/dt$. With $\nu=10^{13}$ s⁻¹ at 500 K, a barrier of 1.6 eV gives $k_r=7.5\times10^{-4}$ s⁻¹ and leaves the coverage after the 1 s pulse at 0.809. A barrier of 1.3 eV gives $k_r=0.79$ s⁻¹ and raises it to 0.888. Blocking can be treated as permanent when $k_r$ times the pulse length is much less than 1.

**Size of the precursor.** The example assumes a precursor that excludes others within 0.65 nm. On a square grid with 2 sites per nm² the spacing is 0.71 nm, so neighbours can both be filled. If the same density of sites is scattered at random, many lie closer together. A simulation on 40,000 sites then gave a coverage of about 0.42 without blocking and about 0.40 with $q=0.5$; the third digit varies between runs. Crowding dominates, and $\ln(1+q)/q$ can't be used for the coverage of such a surface.

## Use for real deposition

In the chloride process, hydrogen chloride released by the surface reaction can adsorb again and compete for sites. The model isolates this competition. Its growth per cycle of 0.054 nm has the size expected for such a process, roughly 0.05 nm, but this doesn't confirm the model, since the site density was chosen and $q$ is not known independently. The precursor's sticking probability $s_0$ is likewise a rough choice; in the basic model, without release or upstream byproduct, it affects the pulse length needed, not the final coverage.

Real surfaces depart from several assumptions at once. Hydroxyl groups are not arranged on a regular grid, a precursor may react with more than one of them, and a byproduct may strike the surface many times. This happens inside a narrow trench, and also on a flat surface under a carrier gas: at about 1 Torr and 500 K the mean free path of hydrogen chloride is roughly 0.1 mm, so a released molecule is scattered back tens of times before it diffuses a few millimetres away. For $q=0.5$, some 40 returns on average bring the coverage to about 0.55, near the many-impact limit of $1/2$. The single-impact result applies only where the byproduct escapes after about one return. For the example's numbers, crowding on random sites roughly halves the coverage, and so does upstream byproduct at one thousandth of the precursor pressure. A second impact or a second byproduct lowers it by 11 to 15%, while release during the pulse raises it by about 10% for a barrier of 1.3 eV and by up to 23% for lower barriers.

In code, $\ln(1+q)$ should be evaluated with a function that stays accurate for small arguments, and $q=0$ should return a coverage of 1. The input $q$ must be the sticking probability on a vacant site. The number of blocked sites per adsorbed precursor, measured after saturation, is instead $b_f/\theta_f$, which is 0.233 in the example although $q=0.5$. Most of the values used here are collected in the numerical output below.

## Numbers as computed

```
temperature: 500 K
precursor pressure: 0.01 Torr
precursor mass: 190 u
initial sticking probability: 0.001
site density: 2.0 per nm^2
pulse length: 1.0 s
blocking probability on a vacant site q: 0.50
impingement flux: 1.14e+04 per nm^2 per s
adsorption rate k: 5.698 per s
final precursor coverage: 0.8109
final blocked fraction: 0.1891
final coverage for q = 1: 0.6931
coverage if a vacancy is always met: 0.6667
coverage at pulse end: 0.8087
shortfall at pulse end: 0.00224
late-time estimate of shortfall: 0.00223
time to 99% of final coverage: 0.774 s
same time for Langmuir (q = 0): 0.808 s
final adsorbed density: 1.622 per nm^2
film density: 30 metal atoms per nm^3
growth per cycle: 0.0541 nm
growth per cycle without blocking: 0.0667 nm
exact mean coverage, 10 sites: 0.807117
exact mean coverage, 100 sites: 0.810594
exact mean coverage, 1000 sites: 0.810897
exact mean coverage, 2000 sites: 0.810914
mean-field coverage, six digits: 0.810930
error ratio, 1000 to 2000 sites: 2.001
simulated sites on square lattice: 360000
simulated coverage, well-mixed byproduct: 0.8119
simulated coverage, neighbour byproduct: 0.8000
pair-closure coverage, neighbour byproduct: 0.8000
neighbour case, byproducts meeting a vacancy: 0.4996
neighbour case, mean vacant fraction at events: 0.4665
final coverage, two impacts per byproduct: 0.7239
upstream blocking ratio g: 0.10
final coverage with upstream byproduct: 0.7494
attempt frequency for release: 1e+13 per s
release rate, barrier 1.6 eV: 0.000746 per s
pulse-end coverage, barrier 1.6 eV: 0.8088
release rate, barrier 1.3 eV: 0.788 per s
pulse-end coverage, barrier 1.3 eV: 0.8883
site spacing on ordered grid: 0.707 nm
precursor exclusion distance: 0.65 nm
random sites, steric exclusion and blocking: 0.402
random sites, steric exclusion only: 0.424
```
